# Frozen-Core Quasiparticle Energies: Core Exchange and the Density in v_xc, part 2

Two frozen-core $G_0W_0$ calculations start from the same sodium 3s orbital, with Kohn–Sham eigenvalue $-3.08$ eV, and give $-5.20$ and $-5.39$ eV. They differ only in the exchange and correlation between the 3s electron and the 1s, 2s and 2p core. The first adds Fock exchange with the core and subtracts $v_{xc}$ of the full density:

$$
E_n=\varepsilon_n+Z_n\langle\Sigma_v(\varepsilon_n)+V_x^{cv}-v_{xc}[n_c+n_v]\rangle,\qquad Z_n=\frac{1}{1-\langle\Sigma_v'(\varepsilon_n)\rangle}. \tag{6}
$$

The second keeps core–valence exchange and correlation at the Kohn–Sham level:

$$
E_n^{val}=\varepsilon_n+Z_n\langle\Sigma_v(\varepsilon_n)-v_{xc}[n_v]\rangle . \tag{7}
$$

Both are linearised in $E_n-\varepsilon_n$; the prime is an energy derivative. Two mixtures are inconsistent: subtracting $v_{xc}[n]$ without adding $V_x^{cv}$ leaves out core exchange, and adding $V_x^{cv}$ while subtracting $v_{xc}[n_v]$ counts it twice.

The algebra is in atomic units. Orbitals are real and orthonormal, each with a definite spin, and spin-dependent potentials are those for the spin of the state considered. The Kohn–Sham Hamiltonian is $h+v_H[n]+v_{xc}[n]$, where $h=-\tfrac12\nabla^2+v_{ext}$, $v_{ext}$ is the potential of the nuclei and $v_H$ the Hartree potential.

The self-energy is built from the Green function $G=G_c+G_v$, where $G_c$ holds the core states and $G_v$ the valence and empty states, and from the screened interaction $W=v+W_p$, with $v$ the bare Coulomb interaction and $W_p$ the polarisation part in the random-phase approximation. Its correlation part is

$$
\langle\Sigma_c(\omega)\rangle=\sum_{m,s}\frac{(w^s_{nm})^2}{\omega-\varepsilon_m\pm\Omega_s}, \tag{4}
$$

with the plus sign for occupied and the minus sign for empty states $m$. Here $\Omega_s>0$ gives the poles of $W_p$, and $w^s_{nm}$ the Coulomb coupling of $\psi_n\psi_m$ to pole $s$. Freezing the core drops $iG_cW_p$ and replaces $W_p$ in $iG_vW_p$ by $W_p^v$, built from transitions out of valence orbitals only.

## The core–valence difference in sodium and in PAW

From the first half we need the two energies

$$
E_n=\varepsilon_n+Z_n\langle\Sigma_v+V_x^{cv}-v_{xc}[n]\rangle,\qquad
E_n^{val}=\varepsilon_n+Z_n\langle\Sigma_v-v_{xc}[n_v]\rangle ,
$$

and their difference $Z_nD_n$, with $D_n=\langle V_x^{cv}\rangle-\langle v_{xc}[n]-v_{xc}[n_v]\rangle$. Here $n=n_c+n_v$ is the sum of core and valence densities, $V_x^{cv}$ the Fock exchange with the core, $\Sigma_v=\Sigma_x^v+\Sigma_c^v$ the valence self-energy with its exchange and correlation parts, and $Z_n$ the renormalisation factor from the energy derivative of $\Sigma_v$. Brackets are expectation values in the Kohn–Sham orbital $\psi_n$ with eigenvalue $\varepsilon_n$.

Without the correlation part, and hence with $Z_n=1$, the first expression has an independent meaning. The Hartree–Fock energy of a determinant of orthonormal spin orbitals is

$$
E_{HF}=\sum_ah_{aa}+\tfrac12\sum_{ab}(J_{ab}-K_{ab}),
$$

apart from a constant, with Coulomb integrals $J$ and exchange integrals $K$, the latter zero for opposite spins. Remove orbital $n$ and leave the others unchanged. The double sum loses the terms with $a=n$ and those with $b=n$, which cancels the factor $\tfrac12$, and the term $a=b=n$ vanishes because $J_{nn}=K_{nn}$. The energy before removal minus the energy after it is

$$
h_{nn}+\sum_b^{occ}(J_{nb}-K_{nb})=\langle h+v_H[n]+\Sigma_x^v+V_x^{cv}\rangle
=\varepsilon_n+\langle\Sigma_x^v+V_x^{cv}-v_{xc}[n]\rangle . \tag{9}
$$

For an empty orbital the same expression is the energy after addition minus the energy before it. At the exchange level, the combination of core exchange with the full $v_{xc}$ thus gives the energy difference of determinants with fixed orbitals, and the other prescription misses it by $D_n$.

The numbers for sodium come from a spin-polarised local-density calculation of the neutral atom, with Slater exchange and the Vosko–Wilk–Nusair correlation functional, in the def2-QZVPP Gaussian basis of 58 functions. The states are the occupied 3s orbital and an empty 3p orbital of the same spin. Exchange uses analytic Coulomb integrals, the matrix elements of $v_{xc}$ use a numerical grid, and the correlation self-energy is the pole sum from diagonalising the random-phase problem. For 3s, equation (9) reads

$$
-3.079-6.162-0.783+5.042=-4.982\ \text{eV}.
$$

The terms are $\varepsilon$, $\langle\Sigma_x^v\rangle$, $\langle V_x^{cv}\rangle$ and $-\langle v_{xc}[n]\rangle$. The difference of the two Hartree–Fock energies is also $-4.982$ eV. Subtracting $v_{xc}$ of the valence density alone gives $-5.203$ eV.

The gap of 0.221 eV is $D_{3s}$. Its two parts are close in kind but not equal:

$$
D_{3s}=-0.783-(-5.042+4.038)=-0.783+1.004=0.221\ \text{eV}.
$$

The local potential binds the 3s electron to the core by 1.00 eV, the Fock exchange by 0.78 eV. For 3p the same terms are

$$
D_{3p}=-0.314+0.376=0.062\ \text{eV}.
$$

Both terms in $D_n$ need core and valence to overlap. The exchange integral contains the pair density $\psi_n\psi_c$, and for a local functional $v_{xc}[n]-v_{xc}[n_v]$ vanishes where $n_c$ does. In the limit of no overlap the two prescriptions agree. At finite overlap the signs of the two terms do not fix the sign of $D_n$: $\langle V_x^{cv}\rangle$ is negative, being minus a sum of Coulomb self-energies of pair densities, and the quantity subtracted from it is also negative for both states considered here.

The quantity retained by the second prescription is a difference of potentials, which is not the potential of the core density. For local exchange,

$$
v_x[n]=-\left(\frac{6n_\sigma}{\pi}\right)^{1/3},
$$

with $n_\sigma$ the density of the spin in question. For non-negative $a$ and $b$, the cube of $a^{1/3}+b^{1/3}$ is $a+b$ plus non-negative terms, so $(a+b)^{1/3}\le a^{1/3}+b^{1/3}$. With $a$ and $b$ the core and valence densities of this spin,

$$
0\le|v_x[n]|-|v_x[n_v]|\le|v_x[n_c]| .
$$

The inequality is far from an equality where a thin core tail lies under the valence density. Expansion for small $a/b$ gives $(a+b)^{1/3}-b^{1/3}\approx\tfrac13ab^{-2/3}$, which is smaller than $a^{1/3}$ by the factor $\tfrac13(a/b)^{2/3}$. For 3s the exchange part of $\langle v_{xc}[n]-v_{xc}[n_v]\rangle$ is $-0.889$ eV, while $\langle v_x[n_c]\rangle$ is $-2.126$ eV. Because of this nonlinearity, the core–valence part has to be formed from the two potentials on the actual densities.

The exchange part also divides $D_{3s}$. Fock exchange minus its local counterpart is $-0.783+0.889=0.106$ eV. The other 0.114 eV arises because the second prescription keeps a local core–valence correlation of $-0.114$ eV, for which the first has no counterpart.

With valence correlation included, the 3s energies are

$$
E_{3s}=-3.079+0.850\,(-6.162-0.595-0.783+5.042)=-5.20\ \text{eV},
$$

$$
E_{3s}^{val}=-3.079+0.850\,(-6.162-0.595+4.038)=-5.39\ \text{eV},
$$

or $-0.191$ and $-0.198$ hartree. The difference is $Z_{3s}D_{3s}=0.850\times0.221=0.19$ eV, as in the opening example. These energies are linearised as in (6) and (7) of the first half. Solving for the energy with the full energy dependence of $\Sigma_v$ gives $-5.12$ and $-5.28$ eV, so the linearisation shifts the levels by about 0.1 eV, and the difference becomes 0.16 eV. The comparisons below use linearised energies throughout. For 3p, $Z=0.911$ and the energies are 0.49 and 0.43 eV, or 0.018 and 0.016 hartree. These 3p values are not converged with the basis: diffuse functions lower both energies by 0.06 eV and $Z$ to 0.90, while $D_{3p}$ stays the same and the two 3s energies change by at most 0.002 eV. A positive diagonal element does not by itself exclude a bound state, since mixing of orbitals can lower the level. When the empty p orbitals are allowed to mix in a basis with diffuse functions, with $\Sigma_v$ taken at zero energy, the lowest level of the first prescription falls close to zero but stays positive, as expected for an unbound electron. The 3p orbital used here is bound in the Kohn–Sham potential, so its matrix elements are well defined, but 0.49 eV should not be read as the position of a resonance. The inconsistent mixtures do more damage: for 3s, leaving out core exchange gives $-4.54$ eV and counting it twice gives $-6.06$ eV.

The valence correlation of $-0.595$ eV in the 3s element needs a comment. One electron outside a rigid core described by a determinant has no other valence electron to correlate with. Its Hamiltonian is $h+v_H[n_c]+V_x^{cv}$, whose expectation value in the 3s orbital is the $-4.98$ eV found above, since $\Sigma_x^v$ cancels the Hartree energy of the 3s electron with itself. In $G_0W_0$ the polarisability contains the response of this one electron, so that in (4) the electron interacts with its own excitations. At $\omega=\varepsilon_{3s}$ the occupied term $m=3s$ is positive and the empty-state terms are negative. The negative total therefore comes from the latter, in which the 3s electron is promoted to $m$ while the same electron also makes the transition contained in $W_p^v$. The term is thus a self-screening error of the approximation. It is common to both prescriptions and leaves $D_{3s}$ untouched, but the quasiparticle energies themselves should not be judged by their nearness to a measured ionisation energy.

A fairer measure of the frozen-core step is $G_0W_0$ with the core included in both $G$ and $W$, from the same orbitals and in the same basis. It gives $-5.28$ eV for 3s. Relative to this reference, the energy with core exchange is 0.08 eV too high and the energy with valence $v_{xc}$ 0.11 eV too low. For 3p the reference is 0.486 eV. The first prescription lies 0.003 eV above it, the second 0.053 eV below. Diffuse functions lower the 3p reference by 0.06 eV and leave these errors almost unchanged. Tight d, f and g functions change them to 0.006 and 0.050 eV and move the 3s reference to $-5.29$ eV.

The neglected terms account for these figures. For 3s, adding core transitions to $W_p$ while keeping $G_v$ changes the self-energy by $-0.158$ eV. The core part of $G$, taken with the complete $W_p$, adds $+0.070$ eV, with the positive sign expected from its denominators. The sum is $-0.088$ eV, and this is what core exchange alone leaves out. Multiplied by $Z=0.850$ it accounts for 0.075 eV of the 0.08 eV error. The remaining 0.005 eV arises because $Z$ is 0.852 in the reference. The local functional supplies $-0.114$ eV in place of the $-0.088$ eV, and it also brings a local exchange that is too strong by 0.106 eV. The bracket is then off by $-0.114-0.106+0.088=-0.132$ eV, and $0.850\times(-0.132)+0.005=-0.107$ eV is the error found above. For 3p the two neglected terms are $-0.042$ and $+0.036$ eV and nearly cancel, while the local correlation is $-0.036$ eV, so the local term does not follow the neglected ones from state to state.

The energy difference between 3p and 3s gives another ranking. It is 5.69 eV with core exchange, 5.82 eV with valence $v_{xc}$ and 5.77 eV in the reference. Diffuse functions lower all three values by 0.06 eV and leave their differences unchanged. The second prescription is nearer here, with an error of 0.05 against 0.08 eV. In both prescriptions the errors of the two levels have the same sign, but in the second the 3p error of 0.053 eV cancels half of the 3s error of 0.107 eV, while in the first the 3p error of 0.003 eV cancels almost nothing of 0.080 eV. Each level taken singly is nearer with core exchange in this basis, but for 3s the margin is small: with tight d, f and g functions added to the basis, the two errors are 0.09 and 0.10 eV. This one atom does not show that either prescription is the more accurate in general. It shows that the choice matters at the level of 0.1 eV, and that $D_n$ depends on the state, so that it does not drop out of energy differences.

In the PAW method the orbital is represented by a smooth function $\tilde\psi_n$ and, in a sphere around each atom, by all-electron partial waves $\varphi_i$, smooth partial waves $\tilde\varphi_i$ and projectors $p_i$:

$$
\psi_n=\tilde\psi_n+\sum_i(\varphi_i-\tilde\varphi_i)c_i,\qquad c_i=\langle p_i|\tilde\psi_n\rangle .
$$

If the partial waves are complete in the sphere, $\tilde\psi_n=\sum_i\tilde\varphi_ic_i$ there, and so $\psi_n=\sum_i\varphi_ic_i$. If the core orbital $\psi_c$ is confined to the sphere, then $\psi_n\psi_c=\sum_ic_i\varphi_i\psi_c$ everywhere. The exchange energy is quadratic in this pair density, so each atom contributes

$$
\langle V_x^{cv}\rangle=\sum_{ij}c_iX_{ij}c_j,\qquad
X_{ij}=-\sum_c\iint\frac{\varphi_i(\mathbf r)\psi_c(\mathbf r)\psi_c(\mathbf r')\varphi_j(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' .
$$

The matrix $X$ is computed once per atom type. For closed core shells the angles can be done by hand. Let $R_i$ and $R_c$ be radial functions, $l$ and $l_c$ the angular momenta, and $\gamma$ the angle between $\mathbf r$ and $\mathbf r'$. The sum over the orbitals of a shell gives $(2l_c+1)P_{l_c}(\cos\gamma)/4\pi$, and the Coulomb interaction is $\sum_k(r_<^k/r_>^{k+1})P_k(\cos\gamma)$, where $r_<$ and $r_>$ are the smaller and the larger radius. The product of Legendre polynomials is

$$
P_kP_{l_c}=\sum_L(2L+1)\begin{pmatrix}l_c&k&L\\0&0&0\end{pmatrix}^2P_L .
$$

Integration of $P_L(\cos\gamma)$ with the spherical harmonics of $\varphi_i$ and $\varphi_j$ gives $4\pi/(2L+1)$ if $L=l$ and both harmonics are the same, and zero otherwise. The factors $4\pi$ and $2L+1$ cancel, and

$$
X_{ij}=-\sum_c\sum_k(2l_c+1)\begin{pmatrix}l_c&k&l\\0&0&0\end{pmatrix}^2R^k(ic,cj), \tag{10}
$$

$$
R^k(ic,cj)=\iint r^2r'^2\,R_iR_c(r)\,\frac{r_<^k}{r_>^{k+1}}\,R_cR_j(r')\,dr\,dr' ,
$$

where $c$ now counts shells of one spin. For an s wave the 3j symbol leaves $k=l_c$ with total weight one, so the sodium core gives $-R^0$ for 1s, $-R^0$ for 2s and $-R^1$ for 2p. Evaluated with the 3s orbital, this is the $-0.783$ eV used above.

Confinement and completeness hold approximately. Take a sphere of radius 1.30 Å, outside which 0.6 percent of the 2p norm lies. Integrate the radial equation outward in the atomic Kohn–Sham potential for an s wave 2 eV above the 3s level, and normalise it to one inside the sphere. Its core exchange is $-4.88$ eV. Two partial waves, at the 3s energy and 5 eV above it, fitted by least squares inside the sphere and continued beyond it, give $-4.89$ eV. One partial wave gives $-4.85$ eV. Cutting the integrals at the sphere gives $-4.60$ eV, an error of 6 percent relative to the direct value. The core tail matters more here than the number of waves. A loss much larger than the 0.6 percent of norm is possible. Split the pair density into its parts inside and outside the sphere. The exchange is quadratic in their sum, so cutting drops the exchange of the outer part with itself, here 0.09 eV, and the cross term between the two parts, here 0.19 eV. The cross term is linear in the outer part and hence of first order in the amplitude of the core tail, whereas the norm outside is of second order. The size of the loss also depends on the valence wave outside the sphere and is not fixed by this argument.

The matrix element of $v_{xc}[n]$ needs the same care. Let $\tilde v$ be a smooth potential equal to $v_{xc}[n]$ outside the spheres. Using the two expansions inside them,

$$
\langle v_{xc}[n]\rangle=\langle\tilde\psi_n|\tilde v|\tilde\psi_n\rangle+\sum_{ij}c_ic_j\left(\langle\varphi_i|v_{xc}[n]|\varphi_j\rangle-\langle\tilde\varphi_i|\tilde v|\tilde\varphi_j\rangle\right),
$$

with the terms in parentheses integrated over the sphere and summed over atoms. The potential between the all-electron waves is that of the full density, core included. If the core is left out there, $v_{xc}[n_v]$ is subtracted inside the spheres, and adding $X_{ij}$ then counts most of the core exchange twice: for the sodium 3s orbital, all but $-0.04$ eV of the $-1.00$ eV in $\langle v_{xc}[n]-v_{xc}[n_v]\rangle$ comes from inside the 1.30 Å sphere.
